# The Bloch-Redfield-Wangsness equation, questioned and tested on a randomly kicked spin, part 2

How does a spin relax in a random classical field? With \(\hbar=1\), the Hamiltonian is \(H_0+\sum_ab_a(t)V_a\), with fixed Hermitian spin operators \(V_a\). The noise \(b_a\) is stationary with zero mean, size \(b\) and correlation time \(\tau_c\), and
\[
\langle b_a(t+\tau)b_c(t)\rangle=\delta_{ac}G_a(\tau).
\]
Each history has density matrix \(\rho\); the average is \(\sigma=\langle\rho\rangle\). A star marks the interaction picture, \(\rho^*(t)=e^{iH_0t}\rho(t)e^{-iH_0t}\), and likewise for \(V_a\) and \(\sigma\).

To second order in \(b\), with relative error of order \((b\tau_c)^2\) compared with \(b^2\tau_c\) when odd moments vanish,
\[
\dot\sigma^*(t)=-\int_0^t d\tau\sum_aG_a(\tau)\,[V_a^*(t),[V_a^*(t-\tau),\sigma^*(t)]].
\]
For \(t\gg\tau_c\) the upper limit becomes infinite (short-correlation-time approximation). With \(V_a(\omega)\), also written \(V\), the part of \(V_a\) that raises the energy by \(\omega\),
\[
\dot\sigma^*=-\sum_{a,\omega,\omega'}e^{i(\omega+\omega')t}K_a(\omega)[V_a(\omega'),[V_a(\omega),\sigma^*]],
\]
\[
K_a(\omega)=\int_0^\infty G_a(\tau)e^{-i\omega\tau}d\tau=\tfrac12J_a(\omega)-iQ_a(\omega).
\]
Here \(J_a\), the noise power, is real and even in \(\omega\); \(Q_a\) is real and odd. The secular approximation keeps only \(\omega'=-\omega\), which requires relaxation and shifts to be slow compared with the dropped oscillations. The result is the Bloch-Redfield-Wangsness (BRW) equation:
\[
\dot\sigma=-i[H_0+H_s,\sigma]+D\sigma,\qquad
D\sigma=-\frac12\sum_{a,\omega}J_a(\omega)[V_a(\omega)^\dagger,[V_a(\omega),\sigma]],
\]
\[
H_s=\sum_{a,\omega>0}Q_a(\omega)[V_a(\omega),V_a(\omega)^\dagger].
\]

Two entries in the final list of values check earlier results. "General formula" compares this equation with a time-domain memory integral for a four-level system. "Thermal replacement" tests, for a spin 1 coupled to a quantum lattice at inverse temperature \(\beta\), the replacement of \(D\sigma\) by \(D(\sigma-\sigma_{\rm eq})\), where \(\sigma_{\rm eq}\propto e^{-\beta H_0}\); its error is of order \((\beta\omega)^2\).

Q: Then show me \(T_1\) and \(T_2\) for an ordinary spin in a random magnetic field.

A: Take \(H_0=\omega_0I_z\), \(\omega_0>0\), and \(V_a=I_a\) for \(a=x,y,z\). With \(I_\pm=I_x\pm iI_y\), the commutators are \([I_z,I_\pm]=\pm I_\pm\) and \([I_+,I_-]=2I_z\). The parts at \(+\omega_0\) are \(I_+/2\) for \(x\) and \(I_+/(2i)\) for \(y\). The operator \(I_z\) has frequency zero. Both transverse components carry the squared factor \(1/4\), so
\[
D\sigma=-\tfrac18[J_x(\omega_0)+J_y(\omega_0)]\left([I_-,[I_+,\sigma]]+[I_+,[I_-,\sigma]]\right)-\tfrac12J_z(0)[I_z,[I_z,\sigma]].
\]
To find how an expectation value changes, move the commutators onto the observable:
\[
\mathrm{Tr}(A[V^\dagger,[V,\sigma]])=\mathrm{Tr}([V,[V^\dagger,A]]\sigma).
\]
The sum over \(\pm\omega\) contains both orders with equal weight, so \(\mathrm{Tr}(A\,D\sigma)=\mathrm{Tr}((DA)\sigma)\).

For \(A=I_z\),
\[
[I_-,[I_+,I_z]]=[I_-,-I_+]=2I_z,\qquad [I_+,[I_-,I_z]]=[I_+,I_-]=2I_z,
\]
and \(I_z\) commutes with itself. The sum is \(4I_z\), so \(DI_z=-I_z/T_1\) with
\[
\frac1{T_1}=\frac12[J_x(\omega_0)+J_y(\omega_0)].
\]
For \(A=I_+\), the first double commutator vanishes. The others are
\[
[I_+,[I_-,I_+]]=[I_+,-2I_z]=2I_+,\qquad [I_z,[I_z,I_+]]=I_+ .
\]
Thus
\[
\frac1{T_2}=\frac12J_z(0)+\frac14[J_x(\omega_0)+J_y(\omega_0)].
\]
The shift follows from \([I_+/2,I_-/2]=I_z/2\), with the same value for \(y\):
\[
H_s=\delta\omega\,I_z,\qquad \delta\omega=\frac12[Q_x(\omega_0)+Q_y(\omega_0)].
\]
Only commutators were used, so the results hold for any spin quantum number with this linear coupling. They are second-order results, and a rate far below \(b^2\tau_c\) can be overtaken by fourth-order terms. Take Gaussian noise along \(x\) alone with \(G=b^2(1+|\tau|/\tau_c)e^{-|\tau|/\tau_c}\), whose \(J\) falls as \(\omega^{-4}\). At \(b\tau_c=0.1\) and \(\omega_0\tau_c=20\), the true \(1/T_2\) is 3.5 times the formula, because the slowly fluctuating shift \(b_x^2/(2\omega_0)\) dephases the spin.

Q: Why does a field along \(z\) at zero frequency affect \(T_2\) but not \(T_1\)?

A: A field along \(z\) cannot change \(I_z\), but it changes the precession rate. Different histories accumulate different phases, and slow fluctuations do this most effectively because their phases do not average out. To change \(I_z\), a transverse field must supply or absorb the energy \(\omega_0\), hence the noise power at \(\omega_0\). The same transverse noise also disturbs the coherence.

Q: These formulas still need a noise for which the answer can be obtained independently.

A: Let the local field be redrawn at random instants. In each short interval \(dt\), a kick occurs with probability \(dt/\tau_c\). At a kick, the vector \((b_x,b_y,b_z)\) is drawn afresh from the eight corners \((\pm b,\pm b,\pm b)\), all equally likely. The kicks change the field suddenly, while the spin turns continuously between them.

The chance of no kick during \(\tau\) is \(e^{-\tau/\tau_c}\). In that case the field is unchanged. Otherwise the new field is independent of the old one, and the product averages to zero. Hence
\[
G_a(\tau)=b^2e^{-|\tau|/\tau_c}.
\]
The one-sided transform is
\[
b^2\int_0^\infty e^{-\tau/\tau_c-i\omega\tau}d\tau=\frac{b^2\tau_c}{1+i\omega\tau_c}
=\frac{b^2\tau_c(1-i\omega\tau_c)}{1+\omega^2\tau_c^2}.
\]
Comparison with \(\tfrac12J-iQ\) gives
\[
J(\omega)=\frac{2b^2\tau_c}{1+\omega^2\tau_c^2},\qquad
Q(\omega)=\frac{b^2\omega\tau_c^2}{1+\omega^2\tau_c^2}.
\]
The components share their kicks, so they are not independent, but different components are uncorrelated, which is what the second-order equation uses. All three have the same \(J\) and \(Q\), so
\[
\frac1{T_1}=J(\omega_0),\qquad \frac1{T_2}=\tfrac12[J(0)+J(\omega_0)],\qquad \delta\omega=Q(\omega_0).
\]

Q: And the independent answer?

A: Label the eight field values by \(k\). Let \(\rho_k(t)\) be the average of \(\rho(t)\) over histories that have field \(k\) at time \(t\), multiplied by the probability of that field. Between kicks it evolves with its own Hamiltonian \(H_k\). Kicks remove weight at rate \(1/\tau_c\) and redistribute it equally:
\[
\dot\rho_k=-i[H_k,\rho_k]+\frac1{\tau_c}\left(\frac18\sum_j\rho_j-\rho_k\right),\qquad \sigma=\sum_k\rho_k .
\]
This closed linear equation requires neither a weak field nor a secular step, so it is exact for this noise. Its slowly decaying modes give \(T_1\), \(T_2\) and the shifted frequency.

I also simulated 40000 individually kicked spins at \(b\tau_c=0.3\) and \(\omega_0\tau_c=1\). At \(t=10\tau_c\), the remaining fraction of \(I_z\) was \(0.392\pm0.002\). The averaged equation gives 0.392, and the second-order formula gives 0.407. The simulation agrees with the averaged equation and reveals the error of the approximation.

Q: Put in weaker noise and give me actual times.

A: Take a model spin \(\tfrac12\) with \(\omega_0=2\times10^{-6}\) eV, kick rate \(1/\tau_c=2\times10^{-6}\) eV and \(b=2\times10^{-8}\) eV. Rates are expressed as energies. Then \(\omega_0\tau_c=1\), \(b\tau_c=0.01\), and
\[
J(0)=\frac{2(2\times10^{-8})^2}{2\times10^{-6}}\ \text{eV}=4\times10^{-10}\ \text{eV},\qquad
J(\omega_0)=\frac{J(0)}{1+1}=2\times10^{-10}\ \text{eV}.
\]
Therefore
\[
\frac1{T_1}=2\times10^{-10}\ \text{eV},\qquad
\frac1{T_2}=\frac{4+2}{2}\times10^{-10}\ \text{eV}=3\times10^{-10}\ \text{eV}.
\]
The shift is \(\delta\omega=\tfrac12J(\omega_0)\,\omega_0\tau_c=1\times10^{-10}\) eV. Restoring \(\hbar\) gives \(T_1=3.29\times10^{-6}\) s and \(T_2=2.19\times10^{-6}\) s.

The exact equation gives \(2.0001\), \(3.0002\) and \(1.0001\), each times \(10^{-10}\) eV, for the two rates and the shift. The differences, relative to the second-order values, are about \(0.5\), \(0.6\) and \(1.3\) times \(10^{-4}\). The expected scale is \((b\tau_c)^2=10^{-4}\). In a separate test at \(\omega_0\tau_c=1\), doubling \(b\tau_c\) from 0.02 to 0.04 multiplies all three relative errors by four, within 0.3 per cent. That confirms the order of the neglected term.

Q: You chose \(\omega_0\tau_c=1\). What happens on either side?

A: For fast kicks, \(\omega_0\tau_c\ll1\), the noise power is the same at zero and at \(\omega_0\), and both rates approach \(2b^2\tau_c\). Faster kicking weakens relaxation because the field is redrawn before it can turn the spin far. For slow kicks, \(\omega_0\tau_c\gg1\) with \(b\tau_c\ll1\) still holding, little power remains at \(\omega_0\):
\[
\frac1{T_1}\to\frac{2b^2}{\omega_0^2\tau_c},\qquad \frac1{T_2}\to b^2\tau_c .
\]
Between these limits,
\[
\frac{d}{d\tau_c}\frac{\tau_c}{1+\omega_0^2\tau_c^2}=\frac{1-\omega_0^2\tau_c^2}{(1+\omega_0^2\tau_c^2)^2},
\]
so the second-order \(1/T_1\) is largest at \(\omega_0\tau_c=1\) for fixed \(b\) and \(\omega_0\).

With the same \(b\) and \(\omega_0\), changing \(\omega_0\tau_c\) to 0.1 gives \(1/T_1=3.96\times10^{-11}\) eV and \(1/T_2=3.98\times10^{-11}\) eV. At \(\omega_0\tau_c=10\), \(1/T_1\) has the same value as at 0.1, since \(x/(1+x^2)\) is unchanged by \(x\to1/x\). But \(1/T_2\) is now \(2.02\times10^{-9}\) eV, about fifty times larger than \(1/T_1\). The exact value is \(2.04\times10^{-9}\) eV, one per cent higher. Here \(b\tau_c=0.1\), so an error of this size is expected.

Q: "Expected size" is still an estimate. Can you show the second-order equation failing in a case we can solve by hand?

A: Keep the noise along \(z\), with two values \(\pm b\), and remove the static precession. Let \(c_\pm\) be the contributions to the average coherence from the two fields. They obey
\[
\dot c_\pm=\pm ibc_\pm+\frac1{\tau_c}\left[\tfrac12(c_++c_-)-c_\pm\right].
\]
For the sum \(s=c_++c_-\), the kick terms cancel. For the difference \(d=c_+-c_-\), they give \(-d/\tau_c\):
\[
\dot s=ibd,\qquad \dot d=ibs-d/\tau_c .
\]
Differentiate the first equation and eliminate \(d\):
\[
\ddot s+\dot s/\tau_c+b^2s=0 .
\]
A trial solution \(e^{\lambda t}\) has the slow root
\[
\lambda=-\frac{1-\sqrt{1-4b^2\tau_c^2}}{2\tau_c}\approx-b^2\tau_c\left[1+(b\tau_c)^2\right].
\]
The leading term is \(-J(0)/2\), as derived, and the correction has the predicted relative order.

When \(b\tau_c>\tfrac12\), the square root becomes imaginary. The coherence then oscillates as it decays, because a spin can complete a substantial turn between kicks and all spins turn at the same speed \(b\). The oscillation depends on the distribution of the field: with the same kicks but a field redrawn from a Gaussian distribution, the coherence stays positive. At \(b\tau_c=2\) and \(t=1.5\tau_c\), it is \(-0.431\) of its initial value. The second-order equation gives \(e^{-b^2\tau_ct}=e^{-6}=0.0025\). Even the sign is wrong.

For the three-component field, I computed nothing stronger than \(b\tau_c=0.3\). At \(\omega_0\tau_c=1\), the exact \(1/T_1\) exceeds the formula by 0.5 per cent for \(b\tau_c=0.1\) and by 4 per cent for \(b\tau_c=0.3\); for \(1/T_2\) the excess is 0.6 and 7 per cent.

Q: What about times shorter than \(\tau_c\)? A weak field should not rescue you there.

A: It does not. Restore the finite upper limit. For this isotropic noise, the instantaneous decay rate of \(I_z\) is
\[
R(t)=2b^2\int_0^te^{-\tau/\tau_c}\cos\omega_0\tau\,d\tau .
\]
To lowest order, the fractional loss is the time integral of \(R\). Exchanging the order of integration gives
\[
2b^2\int_0^t(t-\tau)e^{-\tau/\tau_c}\cos\omega_0\tau\,d\tau .
\]
For times short compared with both \(\tau_c\) and \(1/\omega_0\), this is \(b^2t^2\), not a linear loss. The field has barely changed and the spin is simply rotating. With \(b\tau_c=0.01\), \(\omega_0\tau_c=1\) and \(t=0.1\tau_c\), the exact loss is \(9.7\times10^{-7}\), while the constant rate gives \(1.0\times10^{-5}\), about ten times too much.

At \(t\gg\tau_c\), the two lowest-order losses differ by a constant no larger in magnitude than \(2b^2\int_0^\infty\tau e^{-\tau/\tau_c}d\tau=2(b\tau_c)^2\). The early discrepancy therefore does not accumulate.

Q: You have not yet tested the secular step. Is the agreement in \(T_1\) and \(T_2\) not evidence for it?

A: No. With equal, uncorrelated noise along \(x\) and \(y\), the terms dropped cancel anyway. The term containing \(I_+\) twice has the coefficient
\[
\left(\frac12\right)^2+\left(\frac1{2i}\right)^2=\frac14-\frac14=0,
\]
and the term with \(I_-\) twice cancels likewise. For this spin, unequal transverse noise provides a real test, so let the field fluctuate along \(x\) alone.

For \(\omega_0\tau_c\ll1\), the second-order equation before the secular step contains \(-b^2\tau_c[I_x,[I_x,\sigma]]\). This leaves \(I_x\) untouched and damps \(I_y\). With \(M_a=\langle I_a\rangle\),
\[
\dot M_x=-\omega_0M_y,\qquad \dot M_y=\omega_0M_x-b^2\tau_cM_y ,
\]
where the small frequency shift is neglected. The secular equation instead damps both components at the average rate \(b^2\tau_c/2\). That is justified if the spin turns many times during relaxation, so that each component samples both directions.

Start along \(x\) with \(b\tau_c=0.03\), and wait until \(t=1/(b^2\tau_c)\). For \(\omega_0\tau_c=1\), the exact components, relative to the initial length, are \((0.563,-0.538)\). The secular result agrees within 0.001. For \(\omega_0=0.4\,b^2\tau_c\), the exact result is \((0.942,0.246)\), but the secular equation gives \((0.559,0.236)\). The equation without the secular step still agrees with the exact one within 0.001. The failure therefore comes from the secular approximation, while the second-order and short-correlation-time approximations remain good.

Q: So a short correlation time alone does not guarantee the double-commutator equation?

A: It does not. In this last case \(\tau_c\) is much shorter than both the precession period and the relaxation time, yet the secular form is wrong because precession is no faster than relaxation. The remedy is to retain the terms with \(\omega+\omega'\ne0\). If \(b\tau_c\) is no longer small, that remedy is insufficient, and in general the field has to be followed together with the spin, as the equation for \(\rho_k\) does. One exception is Gaussian noise purely along \(z\), for which the second-order equation with its finite upper limit is exact at any \(b\tau_c\).

## Values computed for the example and the checks

```
General formula, largest deviation: 9.5e-14
Larmor energy w0: 2.000e-06 eV
Kick rate 1/tau: 2.000e-06 eV
Field amplitude b: 2.000e-08 eV
w0*tau: 1.000, b*tau: 0.010
J(0): 4.0000e-10 eV
J(w0): 2.0000e-10 eV
1/T1: BRW 2.000000e-10 eV, exact 2.000100e-10 eV
1/T2: BRW 3.000000e-10 eV, exact 3.000190e-10 eV
shift: BRW 1.000000e-10 eV, exact 1.000130e-10 eV
T1 from BRW: 3.2911e-06 s
T2 from BRW: 2.1940e-06 s
w0*tau= 0.1: 1/T1 BRW 3.9604e-11 eV, exact 3.9604e-11 eV
w0*tau= 0.1: 1/T2 BRW 3.9802e-11 eV, exact 3.9802e-11 eV
w0*tau= 1.0: 1/T1 BRW 2.0000e-10 eV, exact 2.0001e-10 eV
w0*tau= 1.0: 1/T2 BRW 3.0000e-10 eV, exact 3.0002e-10 eV
w0*tau=10.0: 1/T1 BRW 3.9604e-11 eV, exact 3.9608e-11 eV
w0*tau=10.0: 1/T2 BRW 2.0198e-09 eV, exact 2.0400e-09 eV
Error growth when b*tau doubles (1/T1, 1/T2, shift): 3.998, 4.007, 4.008
b*tau=0.01, w0*tau=1: exact/BRW 1/T1 1.00005, 1/T2 1.00006
b*tau=0.10, w0*tau=1: exact/BRW 1/T1 1.00497, 1/T2 1.00643
b*tau=0.30, w0*tau=1: exact/BRW 1/T1 1.04218, 1/T2 1.06689
z noise, b*tau=2.0, t/tau=1.5: coherence exact -0.4306, BRW 0.0025
Early Mz loss at t/tau=0.1, b*tau=0.01, w0*tau=1: exact 9.6670e-07, BRW 1.0000e-05
Simulation: 40000 spins, t/tau=10, b*tau=0.3, w0*tau=1
Mz: simulated 0.3921 +- 0.0023, exact 0.3923, BRW 0.4066
Mx: simulated -0.1330 +- 0.0029, exact -0.1347, BRW -0.1345
x noise only: b*tau=0.03, t/tau=1111.1, start along x
fast precession, w0*tau=1.00e+00: (Mx, My)
  exact: 0.5627, -0.5381
  non-secular: 0.5629, -0.5382
  secular: 0.5631, -0.5380
slow precession, w0*tau=3.60e-04: (Mx, My)
  exact: 0.9418, 0.2464
  non-secular: 0.9418, 0.2465
  secular: 0.5586, 0.2363
Thermal replacement, error growth when beta*w0 doubles: 4.000
```
